# Yau's Charge-Sharing Formula for the Threshold of a Short-Channel MOSFET

## A threshold that depends on length

Take a silicon transistor with an acceptor density of $3\times10^{16}\ \mathrm{cm^{-3}}$, an oxide 25 nm thick and junctions 300 nm deep. In the model treated here, a channel 1000 nm long has a threshold voltage 93 mV below that of a very long channel. Doping, oxide and gate material are the same in both. What differs is the share of the depletion charge that the gate must balance: near each end of the channel, part of it is balanced by the source or the drain.

The algebra uses atomic units, $e=1$ and $4\pi\varepsilon_0=1$, so that Poisson's equation in a medium of relative permittivity $\kappa$ is $\nabla^2\phi=-4\pi\rho/\kappa$. Numbers are given in nm and V.

## The device and its assumptions

The transistor is n-channel, in a p-type body of uniform acceptor density $N$. The metallurgical channel length is $L$ and the oxide thickness is $t$. Source and body are at the same potential, and the drain bias is small. Everything is uniform along the device width $Z$.

Let $x$ run along the surface from the source junction edge towards the drain, and let $y$ be the depth. Seen in cross-section, each junction is a quarter-circle of radius $r$ centred on the surface. The source centre is at $(-r,0)$.

Three depletion widths enter: $W$ under the gate, $W_S$ at the source and $W_D$ at the drain. Setting $W_S=W_D$ makes the problem symmetric, but Yau's closed formula needs more, namely

$$W_S=W_D=W .$$

This is an approximation, because the junctions and the surface do not have the same band bending. Its cost is computed below.

## The long channel

Far from the junctions the potential depends on $y$ alone. In the depleted layer $\rho=-N$, so

$$\frac{d^2\phi}{dy^2}=\frac{4\pi N}{\kappa_s},$$

where $\kappa_s$ belongs to silicon. At the depletion edge both the potential, measured from the neutral body, and the field vanish. Integrating twice from $y=W$ gives

$$\phi(y)=\frac{2\pi N}{\kappa_s}(W-y)^2 .$$

Calling the surface value $\psi=\phi(0)$, we have

$$\psi=\frac{2\pi N W^2}{\kappa_s},\qquad W=\sqrt{\frac{\kappa_s\psi}{2\pi N}} .$$

The layer holds a negative charge of magnitude $Q_B=NW$ per unit area. The gate carries the opposite charge, so the oxide field is $4\pi Q_B/\kappa_{ox}$ and the oxide drop is

$$\frac{4\pi Q_B t}{\kappa_{ox}}=\frac{Q_B}{C_{ox}},\qquad C_{ox}=\frac{\kappa_{ox}}{4\pi t}.$$

Threshold is taken as the point where the surface electron density equals $N$. With the intrinsic density $n_i$ and $\tau=k_BT$, the electron density is $(n_i^2/N)e^{\phi/\tau}$. Setting it equal to $N$ gives

$$\psi=2\tau\ln\frac{N}{n_i}=2\phi_F .$$

With $V_{FB}$ the flat-band voltage, the long-channel threshold is

$$V_{T\infty}=V_{FB}+\psi+\frac{Q_B}{C_{ox}} .$$

## Is $NW$ the right charge at threshold?

The sharp depletion edge ignores the gradual fall of the hole density, and the surface already holds some electrons. Both effects can be included. Let $u=\phi/\tau$ and $\alpha=(n_i/N)^2$. With Boltzmann carriers and a neutral body,

$$-\rho=N\left[1-e^{-u}+\alpha(e^{u}-1)\right].$$

Multiply Poisson's equation by $d\phi/dy$ and integrate from the body, where the field is zero, to the surface, where $u=u_s$ and the field is $E$:

$$\frac{E^2}{2}=\frac{4\pi N\tau}{\kappa_s}\left[u_s-1+e^{-u_s}+\alpha(e^{u_s}-1-u_s)\right].$$

At threshold $\alpha=e^{-u_s}$. The last term in the bracket becomes $1-e^{-u_s}-u_se^{-u_s}$, and the whole bracket reduces to $u_s(1-e^{-u_s})$. By Gauss's law the total charge is $Q=\kappa_sE/4\pi$, so, using $\tau u_s=\psi$,

$$Q^2=\frac{\kappa_sN\psi}{2\pi}(1-e^{-u_s})=(NW)^2(1-e^{-u_s}).$$

For the example $u_s$ is about 30, and the correction is negligible. The charge missing in the hole tail is made up by the electrons. $NW$ is therefore an excellent value for the total charge that the gate balances at this threshold.

## Where the trapezoid has its corners

The source depletion region ends on a circle of radius $r+W_S$ about the junction centre. Let this circle reach the depth $y=W$ at $x=\Delta_S$. The horizontal distance from the centre is then $r+\Delta_S$, and Pythagoras' theorem gives

$$(r+\Delta_S)^2+W^2=(r+W_S)^2,$$

$$\Delta_S=\sqrt{(r+W_S)^2-W^2}-r .$$

The positive root is taken because the corner lies on the channel side of the centre. Now set $W_S=W$. Since $(r+W)^2-W^2=r^2+2rW$,

$$\Delta=\sqrt{r^2+2rW}-r=r\left(\sqrt{1+\frac{2W}{r}}-1\right).$$

With equal widths this corner is at distance $W$ from both the surface and the junction. The junction edge at the surface is at distance zero from both. Yau's construction joins these two points by a straight line and assigns the charge on the channel side of it to the gate. The drain end is treated in the same way.

This assignment is a postulate. It does not follow from Poisson's equation, and it is compared with a two-dimensional solution below.

## The threshold shift

The gate's region is a trapezoid of height $W$. Its upper side is $L$ and its lower side is $L-2\Delta$, so its area is

$$A=\frac{W}{2}\left[L+(L-2\Delta)\right]=W(L-\Delta).$$

The charge per unit device width is $NA$. Spread over the gate length it gives the mean charge per area

$$\overline{Q}=\frac{NA}{L}=Q_B\left(1-\frac{\Delta}{L}\right).$$

Replace $Q_B$ by $\overline Q$ in the threshold, keeping $V_{FB}$ and $\psi$ fixed, and subtract $V_{T\infty}$:

$$\boxed{\Delta V_T=-\frac{Q_B}{C_{ox}}\,\frac{r}{L}\left(\sqrt{1+\frac{2W}{r}}-1\right)}$$

The minus sign means that the gate has less negative charge to balance and needs less positive voltage.

A second form shows what controls the size. From $\psi=2\pi NW^2/\kappa_s$ we get $4\pi N=2\kappa_s\psi/W^2$, hence

$$\frac{Q_B}{C_{ox}}=\frac{4\pi NWt}{\kappa_{ox}}=2\psi\,\frac{\kappa_s}{\kappa_{ox}}\,\frac{t}{W},$$

$$\Delta V_T=-2\psi\,\frac{\kappa_s}{\kappa_{ox}}\,\frac{t}{L}\,\frac{\Delta}{W}.$$

This form holds in any system of units. A thinner oxide reduces the shift in proportion when the other quantities are fixed.

## Deep and shallow junctions

For $r\gg W$, expand the root with $z=2W/r$ and $\sqrt{1+z}=1+z/2-z^2/8+\dots$:

$$\Delta=W-\frac{W^2}{2r}+\dots$$

The corner approaches $(W,W)$, and the dividing line makes 45° with the surface. That is the symmetric division between two perpendicular planes.

For $r\ll W$, the term $2rW$ dominates under the root, so $\Delta\simeq\sqrt{2rW}$. This tends to zero with $r$: in this model a very shallow junction takes over little charge.

Between the limits, at fixed $W$,

$$\frac{d\Delta}{dr}=\frac{r+W}{\sqrt{r^2+2rW}}-1>0,$$

because $(r+W)^2$ exceeds $r^2+2rW$ by $W^2$. Making the junction shallower therefore reduces the shift. The same inequality gives $\Delta<W$.

The effect of doping is less obvious. The ratio $\Delta/W$ depends on $r/W$ alone and increases with it. More doping reduces $W$, which raises $\Delta/W$ at fixed $r$, and it also raises $\psi$ slightly. With $t$, $L$ and $r$ fixed, the formula thus gives a somewhat larger shift in volts at higher doping, although the shared fraction $\Delta/L$ becomes smaller. The reason is that $Q_B/C_{ox}$ grows faster than $\Delta$ falls. This statement concerns the present formula with $W_S=W$ and no body bias.

## When the trapezoid closes

The lower side has positive length only if $2\Delta<L$. For $2\Delta>L$ the two dividing lines meet above the depth $W$. The source line is $y=Wx/\Delta$, and at $x=L/2$ it has reached $y=WL/(2\Delta)$. The region is then a triangle of area

$$A=\frac12\,L\,\frac{WL}{2\Delta}=\frac{WL^2}{4\Delta},\qquad \frac{\overline Q}{Q_B}=\frac{L}{4\Delta}.$$

At $2\Delta=L$ both expressions give one half, so the construction is continuous. The physical picture weakens earlier, however. At the surface the source and drain depletion regions touch when $L=2W$, which is a longer channel than $L=2\Delta$. The triangle is a geometric continuation and not a theory of that regime.

## Numbers for a 1000 nm channel

The example has $L=1000$ nm, $r=300$ nm, $t=25$ nm and $N=3\times10^{16}\ \mathrm{cm^{-3}}$ at 300 K, with $\kappa_s=11.7$ and $\kappa_{ox}=3.9$. A rough intrinsic density of $10^{10}\ \mathrm{cm^{-3}}$ gives $\psi=0.771$ V and $W=182.3$ nm.

The bulk-charge term is

$$\frac{Q_B}{C_{ox}}=2(0.771\ \mathrm V)\,\frac{11.7}{3.9}\,\frac{25}{182.3}=0.634\ \mathrm V .$$

For the corner,

$$\sqrt{1+\frac{2(182.3)}{300}}=1.488,\qquad \Delta=300(0.4884)\ \mathrm{nm}=146.5\ \mathrm{nm}.$$

The lower side of the trapezoid is 707 nm, so the geometry is valid. The shared fraction is $146.5/1000=0.1465$, and

$$\Delta V_T=-0.634\times0.1465\ \mathrm V=-0.093\ \mathrm V .$$

In atomic units this is $-0.00342$ hartree per elementary charge. The corner was also located numerically, as the point at depth $W$ whose shortest distance to the junction curve is $W$. This gave 146.53 nm, and integrating the charge between such corners reproduced the shift of $-0.0930$ V. These tests confirm the geometry, not the postulate about which electrode balances which charge.

## Which threshold is meant?

Averaging the charge over the gate has a definite electrical meaning in strong inversion. Let the local threshold be $V_{T\infty}-\delta(x)$, and let $V=V_G-V_{T\infty}$ be the overdrive relative to the long channel. At small drain bias, with constant mobility $\mu$ and a local inversion charge $C_{ox}(V+\delta)$, the channel elements add as series resistances:

$$R=\int_0^L\frac{dx}{\mu ZC_{ox}[V+\delta(x)]} .$$

A uniform channel with overdrive $V_{\rm eff}$ has $R=L/(\mu ZC_{ox}V_{\rm eff})$. Equating the two gives a harmonic mean,

$$\frac1{V_{\rm eff}}=\left\langle\frac1{V+\delta}\right\rangle,$$

where the brackets denote the average over the channel. Write $\delta=m+\eta$ with $m=\langle\delta\rangle$ and $\langle\eta\rangle=0$. To second order in $\eta$,

$$\left\langle\frac1{V+m+\eta}\right\rangle\simeq\frac1{V+m}\left[1+\frac{\langle\eta^2\rangle}{(V+m)^2}\right],$$

$$V_{\rm eff}\simeq V+m-\frac{\langle\eta^2\rangle}{V+m}.$$

At large overdrive the threshold is lowered by the mean $m$. In the trapezoid the depth assigned to the gate near the source is $Wx/\Delta$, so $\delta=(Q_B/C_{ox})(1-x/\Delta)$ for $0<x<\Delta$. Both ends together give

$$m=\frac2L\,\frac{Q_B}{C_{ox}}\int_0^\Delta\left(1-\frac x\Delta\right)dx=\frac{Q_B}{C_{ox}}\frac{\Delta}{L},$$

which is Yau's result. The mean square follows from $\int_0^\Delta(1-x/\Delta)^2dx=\Delta/3$, so

$$\langle\eta^2\rangle=\left(\frac{Q_B}{C_{ox}}\right)^2\left[\frac{2\Delta}{3L}-\frac{\Delta^2}{L^2}\right]=0.031\ \mathrm{V^2}.$$

At an overdrive of 2 V the second-order estimate of the reduction is $0.093-0.031/2.093=0.078$ V. The full harmonic mean gives 0.080 V. The formula is therefore the large-overdrive limit of this resistance model, and at 2 V it is 13 mV too high relative to that model.

## Comparison with two-dimensional electrostatics

The charge-sharing formula can be examined by holding both the surface and the junction at the potential $\psi$. For a plane junction this makes the two depletion widths equal. A curved junction at the same potential depletes somewhat less than $W$. With lengths in units of $W$ and $u=\phi/\psi$, Poisson's equation is $\nabla^2u=2$ in the depleted region and $u=0$ in the neutral body. The edge between them is found as part of the solution. Mobile carriers are left out.

The flux through the surface gives the charge that the gate really balances. Compared with a uniform layer of depth $W$, some charge is missing near each end. Yau's triangle predicts a missing charge of $N W\Delta/2$ per unit device width.

For a plane junction, $\Delta=W$ and the prediction is $0.5\,NW^2$. The numerical solution gives $0.44\,NW^2$. Symmetry explains the difference. Surface and junction share the total charge equally. If the depleted area were just two strips of width $W$ overlapping in a corner square, each side would miss half of that square. The solution rounds the inner corner of the depletion edge and depletes an extra area $a$, half of which belongs to the gate. The missing area is then $(W^2-a)/2$, and the numerical value implies $a\simeq0.12\,W^2$.

For the curved junction of the example the solution gives $0.345\,NW^2$, against $0.402\,NW^2$ from the formula. The last digit of the numerical value depends on the grid, and a thermal hole tail would lower it to about $0.335\,NW^2$. The ratio is 0.85 to 0.86 for the sharp edge. Treating the two ends as independent, this would change the mean reduction from 93 mV to about 80 mV. The closed formula thus overestimates the charge taken by the junctions by about one sixth relative to the two-dimensional value. Not all of this is due to the straight dividing line: at $\psi$ the curved junction depletes only 169 nm instead of $W$, and putting that width into the general expression for $\Delta_S$ already lowers the reduction to 84 mV.

## The subthreshold barrier behaves differently

Below threshold the current is governed by the potential barrier along the channel, not by a sum of well-conducting elements. A barrier threshold can be defined as the gate voltage at which the surface at mid-channel reaches $2\phi_F$. It was computed from the two-dimensional potential in the silicon, with the oxide treated as a local capacitance at the surface, plane junctions, and source and drain at a built-in potential of 0.946 V. The depletion edge was sharp and mobile carriers were left out. Doping and oxide thickness were held fixed.

| $L$ (nm) | Barrier reduction (mV) | Yau, plane limit (mV) |
|---:|---:|---:|
| 1000 | 5.4 | 116 |
| 500 | 120 | 231 |

Halving the length doubles Yau's shift but raises the barrier shift by a factor of about 22. The barrier values are sensitive to the omitted carriers: with Boltzmann electrons and holes they fall to about 3 and 84 mV, a factor of about 30. Two lengths do not establish a functional law, but they exclude $1/L$ for the barrier in this range. At 1000 nm the middle of the channel hardly feels the junctions, while the average over the channel still includes its two ends. Yau's formula should therefore not be used to predict subthreshold leakage.

## The model beside a real device

The parameters are rough typical values for bulk silicon transistors of the one-micrometre generation. An implanted, non-uniform channel doping is outside the model, and its effect is not estimated here. The equal-width assumption is also broken. The built-in potential gives a plane-junction width of 202 nm instead of 182 nm; inserting it in the general expression for $\Delta_S$ raises the reduction from 93 to 106 mV. This sharp-edge width is too large. Next to the junction the potential lies well above $2\phi_F$, and electrons spilling out of the source raise the field there. Integrating $d\phi/E$ from $\psi$ up to the junction potential, with the electron term of the first integral kept, gives about 196 nm and 102 mV. For the same reason the degeneracy of the source, about 0.07 eV, hardly matters: added to the sharp-edge formula it would give 112 mV, but with the spilled electrons included it widens the layer by only about 1 nm and gives 103 mV. Gap narrowing in the heavily doped source is left out and would lower these values. Junction curvature acts the other way: at the band bending $\psi$ a cylindrical junction depletes 169 nm, which gives 84 mV.

Drain bias makes the trapezoid unequal. Its lower side becomes $L-\Delta_S-\Delta_D$, and $\Delta$ in the shift is replaced by $(\Delta_S+\Delta_D)/2$. With plane widths based on the built-in potential, but without the degeneracy allowance, the reduction is 110 mV at 0.1 V drain bias and 136 mV at 1 V. Without drain bias the same widths give 106 mV, so 1 V on the drain adds about 30 mV. This shows why small drain bias was assumed. Junction curvature and the spilled electrons, both left out of these figures, would lower them.

Temperature matters too. At 400 K, with the silicon gap held at its 300 K value, the band bending $2\phi_F$ falls to 0.625 V and the reduction to 77 mV. The gap in fact shrinks on heating, by about 0.03 eV over this range, which lowers the two values to about 0.60 V and 73 mV. Quantum confinement of the surface electrons, estimated for a triangular well with the heavy longitudinal mass of 0.92 electron masses, puts the lowest level 0.034 eV above the band edge at the surface. Adding all of this to the band bending gives 97 mV, which overstates the effect, because classical electrons also have thermal energy in the well. Tunnelling through 25 nm of oxide is negligible at the threshold field of 0.25 MV/cm. At 5 V drain bias, however, the peak junction field is 0.35 MV/cm, roughly half the peak field at which this curved junction breaks down according to empirical ionisation coefficients. Impact ionisation then multiplies the electron current by something like ten per cent and would need separate treatment.

These corrections change different assumptions one at a time and should not simply be added. They put the example's mean shift, which is the large-overdrive limit, at roughly 0.1 V, with an uncertainty of some tens of millivolts from the model itself. A threshold read off by extrapolating the conductance linearly to zero moves less: in the resistance model above, the tangent to $V_{\rm eff}$ at 1 V overdrive gives about 54 mV. The remaining digits are listed in the numerical output below.

## Numbers as computed

```
channel length L: 1000 nm
junction radius r: 300 nm
oxide thickness t: 25 nm
acceptor density N: 3.0e+16 cm^-3
intrinsic density at 300 K (rough): 1.0e+10 cm^-3
temperature: 300 K
silicon relative permittivity: 11.7
oxide relative permittivity: 3.9
silicon gap (rough): 1.12 eV
band bending 2 phiF: 0.7711 V
gate depletion depth W: 182.3 nm
oxide capacitance: 0.1381 uF/cm2
bulk charge Q_B: 0.0876 uC/cm2
Q_B/C_ox: 0.6344 V
full charge / (q N W) at threshold: 1.0000000
sqrt(1+2W/r): 1.4884
corner shift Delta, formula: 146.53 nm
corner shift Delta, from distances: 146.53 nm
lower trapezoid side L-2 Delta: 706.9 nm
shared fraction Delta/L: 0.1465
threshold shift, formula: -0.0930 V
threshold shift, quadrature: -0.0930 V
threshold shift, atomic units: -0.003416 hartree/e
reduction from series resistance, 2 V overdrive: 0.0801 V
variance of local reduction: 0.0307 V^2
2D missing charge, plane junction: 0.441 N W^2
same, coarser grid: 0.440 N W^2
2D missing charge, curved junction: 0.345 N W^2
same, coarser grid: 0.347 N W^2
Yau missing charge, curved junction: 0.402 N W^2
ratio 2D/Yau, curved junction: 0.86
barrier reduction, plane, L=1000 nm: 0.00540 V
barrier reduction, plane, L=500 nm: 0.1203 V
Yau reduction, plane, L=1000 nm: 0.1157 V
Yau reduction, plane, L=500 nm: 0.2313 V
built-in potential: 0.946 V
junction width at built-in potential: 201.9 nm
reduction with that width: 0.1063 V
source donor density (rough): 1.0e+20 cm^-3
source degeneracy energy (rough): 0.074 eV
reduction with degeneracy added: 0.1116 V
curved-junction width at 2 phiF: 168.8 nm
reduction with curved-junction width: 0.0837 V
reduction, built-in width, drain 0.1 V: 0.1099 V
reduction, built-in width, drain 1 V: 0.1359 V
2 phiF at 400 K: 0.6251 V
reduction at 400 K: 0.0766 V
surface field at threshold: 0.0846 MV/cm
confinement energy, mass 0.92: 0.0336 eV
reduction with 2 phiF raised by it: 0.0967 V
oxide field at threshold: 0.254 MV/cm
log10 oxide tunnelling factor (rough): -124
peak junction field, drain 5 V: 0.346 MV/cm
```
